# Lang-Firsov Polaron Shift and Band Narrowing in the Holstein Model: verification in Python

```python
"""Lang-Firsov treatment of the one-electron Holstein model.

H = -t sum(c_i^+ c_j + h.c.) + w sum b_i^+ b_i + g w sum n_i (b_i + b_i^+)
t: hopping energy, w: phonon energy (hbar omega), g: dimensionless coupling.
Result under test: the site energy is -g^2 w, and the hopping becomes
t exp(-g^2) to first order in t. Exact diagonalisation of two sites and of
a four-site ring is compared with this result and its next corrections.
All energies are in eV unless a test sets w = 1.
"""
from itertools import product
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.special import eval_genlaguerre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SITE1, SITE2 = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
SWAP = np.array([[0.0, 1.0], [1.0, 0.0]])


def lowering(n):
    return np.diag(np.sqrt(np.arange(1.0, n)), 1)


def two_site_hamiltonian(t, w, g, n):
    """Original Hamiltonian with n oscillator states per site."""
    b, one = lowering(n), np.eye(n)
    b1, b2 = np.kron(b, one), np.kron(one, b)
    phonons = np.kron(np.eye(2), b1.T @ b1 + b2.T @ b2)
    coupling = np.kron(SITE1, b1 + b1.T) + np.kron(SITE2, b2 + b2.T)
    h = -t * np.kron(SWAP, np.eye(n * n)) + w * phonons + g * w * coupling
    return h, phonons


def relative_mode_levels(t, w, g, n=90):
    """Lowest two levels after separating the in-phase oscillator."""
    b = lowering(n)
    h = (-t * np.kron(SWAP, np.eye(n)) + w * np.kron(np.eye(2), b.T @ b)
         + g * w / np.sqrt(2) * np.kron(SITE1 - SITE2, b + b.T))
    return np.linalg.eigvalsh(h)[:2] - g**2 * w / 2


def phonon_sum(x):
    """F(x) = sum over m >= 1 of x^m / (m m!)."""
    term, total = 1.0, 0.0
    for m in range(1, 200):
        term *= x / m
        total += term / m
    return total


def second_order_two_site(t, w, g):
    return -t**2 / w * np.exp(-2 * g**2) * phonon_sum(2 * g**2)


def displacement_element(m, n, g):
    """<m| exp(g (b^+ - b)) |n> in closed form."""
    low, high = min(m, n), max(m, n)
    step = g if m >= n else -g
    return (np.sqrt(factorial(low) / factorial(high)) * step**(high - low)
            * np.exp(-g**2 / 2) * eval_genlaguerre(low, high - low, g**2))


def ring_levels(t, w, g, max_phonons):
    """Four lowest levels of a four-site ring, original basis."""
    configs = [c for c in product(range(max_phonons + 1), repeat=4)
               if sum(c) <= max_phonons]
    index = {c: i for i, c in enumerate(configs)}
    size = len(configs)
    h = np.zeros((4 * size, 4 * size))
    for site in range(4):
        for c, i in index.items():
            row = site * size + i
            h[row, row] = w * sum(c)
            neighbour = ((site + 1) % 4) * size + i
            h[row, neighbour] = h[neighbour, row] = -t
            raised = list(c)
            raised[site] += 1
            j = index.get(tuple(raised))
            if j is not None:
                col = site * size + j
                h[row, col] = h[col, row] = g * w * np.sqrt(raised[site])
    return eigh(h, eigvals_only=True, subset_by_index=[0, 3])


def chain_band(k, t, w, g):
    """Band energy through second order in t."""
    second = phonon_sum(2 * g**2) + phonon_sum(g**2) * np.cos(2 * k)
    return (-g**2 * w - 2 * t * np.exp(-g**2) * np.cos(k)
            - 2 * t**2 / w * np.exp(-2 * g**2) * second)


# Transformed Hamiltonian: matrix exponentials against closed elements.
# Only low oscillator states are compared, far from the basis cutoff.
n, keep, t0, w0, g0 = 26, 5, 0.3, 1.0, 0.8
h, _ = two_site_hamiltonian(t0, w0, g0, n)
b = lowering(n)
shift_op = expm(g0 * (b.T - b))
u = (np.kron(SITE1, np.kron(shift_op, np.eye(n)))
     + np.kron(SITE2, np.kron(np.eye(n), shift_op)))
transformed = (u @ h @ u.T).reshape(2, n, n, 2, n, n)
transformed = transformed[:, :keep, :keep, :, :keep, :keep]
transformed = transformed.reshape(2 * keep**2, 2 * keep**2)
d = np.array([[displacement_element(i, j, g0) for j in range(keep)]
              for i in range(keep)])
hop = np.kron(d, d.T)
quanta = np.add.outer(np.arange(keep), np.arange(keep)).ravel()
site_block = np.diag(w0 * quanta - g0**2 * w0)
derived = np.block([[site_block, -t0 * hop], [-t0 * hop.T, site_block]])
transform_error = np.max(np.abs(transformed - derived))
assert transform_error < 1e-7

# Worked two-site example with both oscillators kept.
w, t, g, n = 0.10, 0.010, 1.2, 24
h, phonons = two_site_hamiltonian(t, w, g, n)
levels, vectors = eigh(h, subset_by_index=[0, 1])
cloud = vectors[:, 0] @ phonons @ vectors[:, 0]
separation_error = np.max(np.abs(levels - relative_mode_levels(t, w, g)))
assert separation_error < 1e-9
mean, splitting = levels.mean(), levels[1] - levels[0]
shift, narrowing = -g**2 * w, np.exp(-g**2)
lf_splitting = 2 * t * narrowing
second = second_order_two_site(t, w, g)
assert abs(splitting / lf_splitting - 1) < (2 * t / w)**2
assert abs(mean - shift - second) < 0.1 * abs(second)

# The phonon cloud tends to g^2 quanta when the hopping vanishes.
h, phonons = two_site_hamiltonian(1e-3 * w, w, g, n)
_, v = eigh(h, subset_by_index=[0, 0])
cloud_small_t = v[:, 0] @ phonons @ v[:, 0]
assert abs(cloud_small_t - g**2) < 0.01

# Orders of the remainders, found by halving t (w = 1, g = 0.5).
split_errors, mean_errors = [], []
for hopping in (0.04, 0.02):
    e = relative_mode_levels(hopping, 1.0, 0.5)
    split_errors.append((e[1] - e[0]) / (2 * hopping * np.exp(-0.25)) - 1)
    mean_errors.append(e.mean() + 0.25
                       - second_order_two_site(hopping, 1.0, 0.5))
split_ratio = split_errors[0] / split_errors[1]
mean_ratio = mean_errors[0] / mean_errors[1]
assert 3.8 < split_ratio < 4.2
assert 15 < mean_ratio < 17

# Large-coupling limit of the second-order energy: -t^2 / (2 g^2 w).
large_g = 4.0
large_g_ratio = -second_order_two_site(1.0, 1.0, large_g) * 2 * large_g**2
assert abs(large_g_ratio - 1) < 0.05

# Weak coupling at finite t/w: narrowing coefficient 1 / (1 - 4 t^2/w^2).
weak_g, weak_t = 0.02, 0.3
e = relative_mode_levels(weak_t, 1.0, weak_g)
weak_exact = (1 - (e[1] - e[0]) / (2 * weak_t)) / weak_g**2
weak_formula = 1 / (1 - 4 * weak_t**2)
assert abs(weak_exact / weak_formula - 1) < 5e-3

# Four-site ring against the second-order chain band.
ring_g, ring_t = 0.5, 0.002
momenta = np.array([0, np.pi / 2, -np.pi / 2, np.pi])
ring_errors = []
for hopping in (ring_t, ring_t / 2):
    exact = ring_levels(hopping, w, ring_g, 7)
    formula = np.sort(chain_band(momenta, hopping, w, ring_g))
    ring_errors.append(np.max(np.abs(exact - formula)))
    if hopping == ring_t:
        ring_exact, ring_formula = exact, formula
ring_ratio = ring_errors[0] / ring_errors[1]
ring_second = abs(chain_band(0, ring_t, w, ring_g) + ring_g**2 * w
                  + 2 * ring_t * np.exp(-ring_g**2))
assert 6 < ring_ratio < 10
assert ring_errors[0] < 0.1 * ring_second
ring_width = ring_exact[3] - ring_exact[0]
ring_lf_width = 4 * ring_t * np.exp(-ring_g**2)
assert abs(ring_width / ring_lf_width - 1) < (2 * ring_t / w)**2

# Range of validity on two sites.
couplings = (0.5, 1.0, 1.5, 2.0)
hoppings = (0.005, 0.010, 0.020, 0.040, 0.100)
table = np.array([[np.diff(relative_mode_levels(tt, w, gg))[0]
                   / (2 * tt * np.exp(-gg**2)) for tt in hoppings]
                  for gg in couplings])
assert np.max(np.abs(table[:, 0] - 1)) < 0.02
assert abs(table[0, -1] - 1) > 0.2

print(f"Transformed matrix, largest error (w=1): {transform_error:.1e}")
print("TWO SITES")
print(f"phonon energy = {w:.3f} eV, t = {t:.3f} eV, g = {g:.1f}")
print(f"polaron shift -g^2 w = {shift:.6f} eV = {shift/HARTREE_EV:.6f} Ha")
print(f"narrowing factor exp(-g^2) = {narrowing:.6f}")
print(f"dressed hopping t exp(-g^2) = {t*narrowing:.7f} eV")
print(f"first-order levels = {shift-t*narrowing:.7f}, "
      f"{shift+t*narrowing:.7f} eV")
print(f"exact levels = {levels[0]:.7f}, {levels[1]:.7f} eV")
print(f"exact mean level = {mean:.7f} eV")
print(f"exact mean minus polaron shift = {mean-shift:.7f} eV")
print(f"second-order shift of both levels = {second:.7f} eV")
print(f"bare splitting 2t = {2*t:.6f} eV")
print(f"Lang-Firsov splitting = {lf_splitting:.7f} eV")
print(f"exact splitting = {splitting:.7f} eV "
      f"= {splitting/HARTREE_EV:.4e} Ha")
print(f"exact / Lang-Firsov splitting = {splitting/lf_splitting:.5f}")
print(f"phonons in exact ground state = {cloud:.4f}; g^2 = {g**2:.4f}")
print(f"phonons at t = 0.001 w: {cloud_small_t:.4f}")
print(f"mode separation, largest error = {separation_error:.1e} eV")
print("REMAINDERS ON HALVING t (g=0.5, t/w=0.04 to 0.02)")
print(f"relative splitting error falls by factor {split_ratio:.3f}")
print(f"mean-level error beyond 2nd order falls by {mean_ratio:.3f}")
print(f"second order / (-t^2/(2 g^2 w)) at g=4: {large_g_ratio:.4f}")
print(f"WEAK COUPLING, g = {weak_g}, t/w = {weak_t}")
print(f"(1 - splitting/2t)/g^2: exact {weak_exact:.4f}, "
      f"formula {weak_formula:.4f}")
print("EXACT SPLITTING / (2t exp(-g^2)), phonon energy 0.1 eV"
      if w == 0.10 else "EXACT SPLITTING / (2t exp(-g^2))")
print("t (eV):  " + "  ".join(f"{x:7.3f}" for x in hoppings))
for gg, row in zip(couplings, table):
    print(f"g = {gg:.1f}:  " + "  ".join(f"{x:7.4f}" for x in row))
print(f"FOUR-SITE RING, t = {ring_t:.3f} eV, g = {ring_g:.1f}")
print("exact levels (eV):   " + " ".join(f"{x:.7f}" for x in ring_exact))
print("2nd-order band (eV): " + " ".join(f"{x:.7f}" for x in ring_formula))
print(f"bare bandwidth 4t = {4*ring_t:.6f} eV")
print(f"Lang-Firsov bandwidth = {ring_lf_width:.7f} eV")
print(f"exact bandwidth = {ring_width:.7f} eV")
print(f"largest band error falls by {ring_ratio:.3f} on halving t")
print("OK")
```

Running it gives:

```
Transformed matrix, largest error (w=1): 8.0e-15
TWO SITES
phonon energy = 0.100 eV, t = 0.010 eV, g = 1.2
polaron shift -g^2 w = -0.144000 eV = -0.005292 Ha
narrowing factor exp(-g^2) = 0.236928
dressed hopping t exp(-g^2) = 0.0023693 eV
first-order levels = -0.1463693, -0.1416307 eV
exact levels = -0.1467873, -0.1420560 eV
exact mean level = -0.1444216 eV
exact mean minus polaron shift = -0.0004216 eV
second-order shift of both levels = -0.0004225 eV
bare splitting 2t = 0.020000 eV
Lang-Firsov splitting = 0.0047386 eV
exact splitting = 0.0047313 eV = 1.7387e-04 Ha
exact / Lang-Firsov splitting = 0.99847
phonons in exact ground state = 1.3710; g^2 = 1.4400
phonons at t = 0.001 w: 1.4393
mode separation, largest error = 5.0e-16 eV
REMAINDERS ON HALVING t (g=0.5, t/w=0.04 to 0.02)
relative splitting error falls by factor 4.004
mean-level error beyond 2nd order falls by 16.000
second order / (-t^2/(2 g^2 w)) at g=4: 1.0334
WEAK COUPLING, g = 0.02, t/w = 0.3
(1 - splitting/2t)/g^2: exact 1.5609, formula 1.5625
EXACT SPLITTING / (2t exp(-g^2)), phonon energy 0.1 eV
t (eV):    0.005    0.010    0.020    0.040    0.100
g = 0.5:   0.9985   0.9939   0.9751   0.8950   0.5487
g = 1.0:   0.9989   0.9956   0.9828   0.9370   0.7440
g = 1.5:   1.0004   1.0016   1.0062   1.0234   1.0941
g = 2.0:   1.0007   1.0028   1.0112   1.0451   1.2883
FOUR-SITE RING, t = 0.002 eV, g = 0.5
exact levels (eV):   -0.0281541 -0.0250147 -0.0250147 -0.0219273
2nd-order band (eV): -0.0281558 -0.0250147 -0.0250147 -0.0219254
bare bandwidth 4t = 0.008000 eV
Lang-Firsov bandwidth = 0.0062304 eV
exact bandwidth = 0.0062268 eV
largest band error falls by 8.183 on halving t
OK
```
